**Tabor–Winterton estimate for silica–water–silica**

The program evaluates $A=\tfrac34kT[(\varepsilon_1-\varepsilon_3)/(\varepsilon_1+\varepsilon_3)]^2+\dfrac{3h\nu_e}{16\sqrt2}\dfrac{(n_1^2-n_3^2)^2}{(n_1^2+n_3^2)^{3/2}}$. Here $A$ is the Hamaker constant, $kT$ the thermal energy, $h$ Planck's constant and $\nu_e$ the shared ultraviolet frequency; $\varepsilon_i$ and $n_i$ are the static permittivities and visible refractive indices of silica (1) and water (3). It asserts that the derived mode frequencies make the boundary-matching matrix singular, and that the unexpanded zero-point integral agrees with the electronic term within 0.1%. It also asserts that the free energy of a diagonalized model with fast and slow oscillators agrees with a thermal-frequency sum and with the derived terms, including all static powers and the double-counting correction. Further assertions check the salt-free and short-distance limits of the screening and retardation calculations. The output gives 2.54 zJ for the zero-frequency part and 4.11 zJ for the electronic part, a total of 6.65 zJ or 1.6 $kT$. Moving the water ultraviolet frequency by 10% changes the result by +1.60 or −1.11 zJ, so the total is an estimate and not an experimental value.

## Verification by program

```python
"""
Result under test (Tabor-Winterton, silica / water / silica):
 A = 3/4 kT [(eps1-eps3)/(eps1+eps3)]^2
     + 3 h nu_e /(16 sqrt 2) * (n1^2-n3^2)^2 / (n1^2+n3^2)^(3/2)
A     Hamaker constant, free energy per area = -A/(12 pi gap^2)
eps   static relative permittivity, n visible refractive index
nu_e  common ultraviolet absorption frequency, T temperature
Index 1 is silica, index 3 is water. 1 zJ = 1e-21 J.
Photon and mode energies are in eV, Hamaker constants in zJ.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

ZJ_PER_EV = const.e * 1e21
HBAR_C = const.hbar * const.c / const.e * 1e9      # eV nm

eps1, eps3 = 3.8, 78.0
n1, n3 = 1.45, 1.33
nu_e, T = 3.2e15, 298.0
kT = const.k * T / const.e                         # eV
E_uv = const.h * nu_e / const.e                    # eV


def static_term(e1, e3, temperature):
    contrast = (e1 - e3) / (e1 + e3)
    return 0.75 * const.k * temperature * contrast**2 * 1e21


def electronic_term(index1, index3, photon_energy):
    diff = index1**2 - index3**2
    total = index1**2 + index3**2
    return (3 * photon_energy / (16 * np.sqrt(2))
            * diff**2 / total**1.5 * ZJ_PER_EV)


def li3(x):
    """Sum of x^s / s^3, the series of the logarithm's integral."""
    return sum(x**s / s**3 for s in range(1, 101))


A_static = static_term(eps1, eps3, T)
A_el = electronic_term(n1, n3, E_uv)
A_total = A_static + A_el
D, S = n1**2 - n3**2, n1**2 + n3**2
delta0 = (eps1 - eps3) / (eps1 + eps3)
delta_el = D / S
E_surface = E_uv * np.sqrt(S / 2)

# --- Test: coupled mode frequencies make the matching matrix singular
def matching_ratio(energy, y):
    """Smallest / largest singular value for wavevector * gap = y."""
    resonance = 1 / (1 - (energy / E_uv)**2)
    e1 = 1 + (n1**2 - 1) * resonance
    e3 = 1 + (n3**2 - 1) * resonance
    p, m = np.exp(y), np.exp(-y)
    matrix = np.array([[1, -1, -1, 0],
                       [e1, -e3, e3, 0],
                       [0, p, m, -m],
                       [0, e3 * p, -e3 * m, e1 * m]])
    sv = np.linalg.svd(matrix, compute_uv=False)
    return sv[-1] / sv[0]


for sign in (1, -1):
    y_test = 0.7
    E_mode = E_uv * np.sqrt((S + sign * D * np.exp(-y_test)) / 2)
    assert matching_ratio(E_mode, y_test) < 1e-10
    assert matching_ratio(1.01 * E_mode, y_test) > 1e-5

# --- Test: unexpanded zero-point energy, integrated over wavevectors
def zero_point_shift(y):
    u = delta_el * np.exp(-y)
    return 0.5 * E_surface * (np.sqrt(1 + u) + np.sqrt(1 - u) - 2)


A_zero_point = -6 * quad(lambda y: y * zero_point_shift(y), 0, 20,
                         epsabs=1e-12, limit=200)[0] * ZJ_PER_EV
# neglected fourth-order terms are of relative size delta_el^2 / 10
assert abs(A_zero_point / A_el - 1) < 1e-3

# --- Sum over imaginary thermal frequencies (no retardation)
E_matsubara = 2 * np.pi * kT * np.arange(20001)


def frequency_terms(e1, e3):
    """Contribution of each thermal frequency to A, in zJ."""
    contrast2 = ((e1 - e3) / (e1 + e3))**2
    terms = 1.5 * kT * ZJ_PER_EV * li3(contrast2)
    terms[0] *= 0.5
    return terms


def osc(strength, energy):
    return strength / (1 + (E_matsubara / energy)**2)


uv1 = 1 + osc(n1**2 - 1, E_uv)
uv3 = 1 + osc(n3**2 - 1, E_uv)
A_el_sum = frequency_terms(uv1, uv3)[1:].sum()
double_count = 0.75 * kT * ZJ_PER_EV * delta_el**2
assert abs((A_el_sum + double_count) / A_el - 1) < 1e-3

# --- Test: free energy of diagonalized fast and slow oscillators
slow1, slow3 = 0.0015, 0.0010                      # eV, far below kT
squares = np.array([E_uv, E_uv, slow1, slow3])**2
strengths = np.array([n1**2 - 1, n3**2 - 1,
                      eps1 - n1**2, eps3 - n3**2])


def mode_free_energy(y):
    q = np.exp(-y)
    free = 0.0
    for s in (1, -1):
        weight = np.array([1 - s*q, 1 + s*q, 1 - s*q, 1 + s*q]) / 2
        v = np.sqrt(weight * strengths * squares)
        modes = np.sqrt(np.linalg.eigvalsh(np.diag(squares)
                                           + np.outer(v, v)))
        free += np.sum(modes / 2 + kT * np.log(-np.expm1(-modes / kT)))
    return free


nodes, weights = np.polynomial.legendre.leggauss(80)
y_max = 10.0
y_nodes = 0.5 * y_max * (nodes + 1)
free_far = mode_free_energy(np.inf)
A_modes = -6 * ZJ_PER_EV * 0.5 * y_max * sum(
    w * y * (mode_free_energy(y) - free_far)
    for w, y in zip(weights, y_nodes))
A_thermal = frequency_terms(uv1 + osc(eps1 - n1**2, slow1),
                            uv3 + osc(eps3 - n3**2, slow3)).sum()
assert abs(A_modes / A_thermal - 1) < 5e-4
static_full = 0.75 * kT * ZJ_PER_EV * li3(delta0**2)
# tolerance covers fourth-order electronic terms and finite slow energies
assert abs(A_modes / (A_el + static_full - double_count) - 1) < 1.5e-3

# --- Salt screening of the static part
salt = 10.0                                        # mol/m^3 = mM
debye_nm = 1e9 * np.sqrt(eps3 * const.epsilon_0 * const.k * T
                         / (2 * salt * const.N_A * const.e**2))


def screened_static(gap_over_debye):
    def integrand(y):
        s = np.hypot(y, gap_over_debye)
        r = (eps3 * s - eps1 * y) / (eps3 * s + eps1 * y)
        return y * np.log1p(-r**2 * np.exp(-2 * s))
    return -3 * kT * ZJ_PER_EV * quad(integrand, 0, 30, limit=300)[0]


assert abs(screened_static(0.0) / static_full - 1) < 1e-5

# --- Retardation of the electronic part
t_nodes, t_weights = np.polynomial.laguerre.laggauss(40)


def retarded_electronic(gap):
    """Both polarizations, nonzero thermal frequencies, gap in nm."""
    xi = (E_matsubara[1:4001] / HBAR_C)[:, None]
    e1, e3 = uv1[1:4001, None], uv3[1:4001, None]
    k3 = np.sqrt(e3) * xi + t_nodes / (2 * gap)
    k1 = np.sqrt(k3**2 + (e1 - e3) * xi**2)
    r_tm = (e1 * k3 - e3 * k1) / (e1 * k3 + e3 * k1)
    r_te = (k3 - k1) / (k3 + k1)
    damping = np.exp(-2 * k3 * gap)
    logs = np.log1p(-r_tm**2 * damping) + np.log1p(-r_te**2 * damping)
    integral = np.sum(t_weights * np.exp(t_nodes) * k3 * logs)
    return -3 * gap * kT * ZJ_PER_EV * integral


# a gap of 0.01 nm is a mathematical limit, not a physical separation
assert abs(retarded_electronic(0.01) / A_el_sum - 1) < 5e-3

# --- Other neglected effects, each taken alone
ir1 = (osc(0.5 * (eps1 - n1**2), 0.06)
       + osc(0.5 * (eps1 - n1**2), 0.13))
ir3 = osc(1.5, 0.02) + osc(1.0, 0.07) + osc(0.1, 0.4)
debye_strength = eps3 - n3**2 - 2.6
relaxation = debye_strength / (1 + E_matsubara / 7e-5)
A_ir = frequency_terms(uv1 + ir1, uv3 + ir3 + relaxation)[1:].sum()
mismatch = {}
for factor in (0.9, 1.1):
    water = 1 + osc(n3**2 - 1, factor * E_uv)
    mismatch[factor] = frequency_terms(uv1, water)[1:].sum() - A_el_sum

E_visible = const.h * const.c / 589e-9 / const.e
reduction = 1 - (E_visible / E_uv)**2
n1_low = np.sqrt(1 + (n1**2 - 1) * reduction)
n3_low = np.sqrt(1 + (n3**2 - 1) * reduction)
shift_dispersion = electronic_term(n1_low, n3_low, E_uv) - A_el
shift_index = electronic_term(n1 + 0.01, n3, E_uv) - A_el
T_hot, eps3_hot = 350.0, 61.0
shift_hot = static_term(eps1, eps3_hot, T_hot) - A_static

print(f"static permittivity silica, water: {eps1}, {eps3}")
print(f"refractive index silica, water: {n1}, {n3}")
print(f"ultraviolet frequency: {nu_e:.2e} Hz")
print(f"ultraviolet photon energy: {E_uv:.2f} eV")
print(f"h nu_e: {E_uv * ZJ_PER_EV:.1f} zJ")
print(f"temperature: {T:.0f} K")
print(f"kT: {kT * ZJ_PER_EV:.3f} zJ = {kT:.5f} eV")
print(f"n1^2, n3^2: {n1**2:.4f}, {n3**2:.4f}")
print(f"difference D, sum S: {D:.4f}, {S:.4f}")
print(f"D^2, S^(3/2): {D**2:.5f}, {S**1.5:.4f}")
print(f"static contrast and square: {delta0:.4f}, {delta0**2:.4f}")
print(f"electronic contrast D/S and square: "
      f"{delta_el:.4f}, {delta_el**2:.5f}")
print(f"uncoupled surface mode energy: {E_surface:.2f} eV")
print(f"surface mode energy / kT: {E_surface / kT:.0f}")
print(f"A zero-frequency part: {A_static:.3f} zJ")
print(f"A electronic part: {A_el:.3f} zJ")
print(f"A total: {A_total:.3f} zJ")
print(f"A total / kT: {A_total / (kT * ZJ_PER_EV):.3f}")
print(f"electronic share: {100 * A_el / A_total:.1f} %")
print(f"zero-point integral, unexpanded: {A_zero_point:.3f} zJ")
print(f"electronic thermal-frequency sum: {A_el_sum:.3f} zJ")
print(f"fast+slow oscillator model, modes: {A_modes:.3f} zJ")
print(f"same model, thermal-frequency sum: {A_thermal:.3f} zJ")
print("Changes of A from neglected effects, each alone:")
print(f"higher static powers: {static_full - A_static:+.3f} zJ")
print(f"double-counted electronic part: {-double_count:+.3f} zJ")
print(f"infrared and dipole tail: {A_ir - A_el_sum:+.3f} zJ")
print(f"water UV frequency -10 %: {mismatch[0.9]:+.3f} zJ")
print(f"water UV frequency +10 %: {mismatch[1.1]:+.3f} zJ")
print(f"index dispersion from 589 nm: {shift_dispersion:+.3f} zJ")
print(f"silica index +0.01: {shift_index:+.3f} zJ")
print(f"hot rinse {T_hot:.0f} K, water permittivity "
      f"{eps3_hot:.0f}: {shift_hot:+.3f} zJ")
print(f"salt {salt:.0f} mM, Debye length: {debye_nm:.2f} nm")
print(f"static part without salt, all powers: {static_full:.3f} zJ")
for gap in (1.0, 5.0):
    print(f"gap {gap:.0f} nm: static part with salt "
          f"{screened_static(gap / debye_nm):.3f} zJ")
    print(f"gap {gap:.0f} nm: retarded electronic part "
          f"{retarded_electronic(gap):.3f} zJ")
print("all assertions hold")
```

Output:

```
static permittivity silica, water: 3.8, 78.0
refractive index silica, water: 1.45, 1.33
ultraviolet frequency: 3.20e+15 Hz
ultraviolet photon energy: 13.23 eV
h nu_e: 2120.3 zJ
temperature: 298 K
kT: 4.114 zJ = 0.02568 eV
n1^2, n3^2: 2.1025, 1.7689
difference D, sum S: 0.3336, 3.8714
D^2, S^(3/2): 0.11129, 7.6173
static contrast and square: -0.9071, 0.8228
electronic contrast D/S and square: 0.0862, 0.00743
uncoupled surface mode energy: 18.41 eV
surface mode energy / kT: 717
A zero-frequency part: 2.539 zJ
A electronic part: 4.107 zJ
A total: 6.646 zJ
A total / kT: 1.615
electronic share: 61.8 %
zero-point integral, unexpanded: 4.110 zJ
electronic thermal-frequency sum: 4.087 zJ
fast+slow oscillator model, modes: 6.990 zJ
same model, thermal-frequency sum: 6.990 zJ
Changes of A from neglected effects, each alone:
higher static powers: +0.366 zJ
double-counted electronic part: -0.023 zJ
infrared and dipole tail: -0.038 zJ
water UV frequency -10 %: +1.600 zJ
water UV frequency +10 %: -1.108 zJ
index dispersion from 589 nm: -0.133 zJ
silica index +0.01: +0.694 zJ
hot rinse 350 K, water permittivity 61: +0.285 zJ
salt 10 mM, Debye length: 3.03 nm
static part without salt, all powers: 2.905 zJ
gap 1 nm: static part with salt 2.452 zJ
gap 1 nm: retarded electronic part 3.922 zJ
gap 5 nm: static part with salt 0.441 zJ
gap 5 nm: retarded electronic part 3.021 zJ
all assertions hold
```
